# Tunnelling Bandwidth of a Hydrogen Adatom in a Cosine Potential

## What goes wrong

Take a hydrogen adatom in a cosine potential of period 0.25 nm and barrier 1.5 eV. Diagonalise its plane-wave Hamiltonian in double precision at the two edges of the lowest band, and subtract. With 49 plane waves, the run printed below gives \(2.4\times10^{-9}\) µeV. The correct bandwidth is \(7.4\times10^{-13}\) µeV, about 3300 times smaller. Nothing in that single result signals the fault: the number is positive and small, but it is rounding error. Changing the number of plane waves exposes it, because the value then jumps about and can even turn negative.

A second fault concerns interpretation. The bandwidth falls roughly exponentially with the square root of the barrier height, but a straight line fitted over a practical range does not have the slope given by the tunnelling exponent, because the prefactor also depends on the barrier.

Both faults are cured below, the first by a formula for the width that needs no subtraction, the second by an asymptotic law with its prefactor and first correction.

## Model and matrix

An atom of mass \(m\) moves in one dimension in a rigid, perfectly periodic potential of period \(a\) and barrier \(V_0\):

\[
V(x)=\frac{V_0}{2}\left[1-\cos\frac{2\pi x}{a}\right].
\]

Define

\[
E_R=\frac{\pi^2\hbar^2}{2ma^2},\quad s=\frac{V_0}{E_R},\quad \lambda=\sqrt s,\quad z=\frac{\pi x}{a},\quad \kappa=\frac{ka}{\pi}.
\]

Since \(d/dx=(\pi/a)\,d/dz\), the kinetic operator is \(-E_R\,d^2/dz^2\). Dividing the Schrödinger equation by \(E_R\), and using \(1-\cos 2z=2\sin^2z\), gives

\[
-\psi''+s\sin^2\!z\;\psi=\varepsilon\psi,\qquad \varepsilon=E/E_R. \tag{1}
\]

Wells lie at \(z=0,\pm\pi,\dots\) and barrier tops midway between them. Expand a Bloch state as \(\psi=\sum_n c_n e^{i(\kappa+2n)z}\). The potential is \(s/2-(s/4)(e^{2iz}+e^{-2iz})\), so each plane wave couples to its two neighbours:

\[
\left[(\kappa+2n)^2+\frac s2-\varepsilon\right]c_n-\frac s4\,(c_{n-1}+c_{n+1})=0. \tag{2}
\]

Keeping \(|n|\le N\) gives a real symmetric tridiagonal matrix of size \(M=2N+1\). The bandwidth is

\[
W=E(k=\pi/a)-E(k=0).
\]

For the central example below, the lowest level rises steadily over 21 values of \(k\) from 0 to \(\pi/a\), so these two points are the band edges.

## A width formula without subtraction

Let \(\psi_0\) be the lowest state at \(\kappa=0\) and \(\psi_1\) the lowest at \(\kappa=1\). In a deep well both grow out of the oscillator ground state, so both are even about \(z=0\), and \(\psi_0'(0)=\psi_1'(0)=0\).

At the barrier top, periodicity gives \(\psi_0'(\pi/2)=\psi_0'(-\pi/2)\). The derivative of an even function is odd, so this equals \(-\psi_0'(\pi/2)\), and therefore \(\psi_0'(\pi/2)=0\). The state \(\psi_1\) changes sign after one period, so \(\psi_1(\pi/2)=-\psi_1(-\pi/2)=-\psi_1(\pi/2)\), and therefore \(\psi_1(\pi/2)=0\).

Multiply equation (1) for \(\psi_1\) by \(\psi_0\), subtract the same with the labels exchanged, and integrate over the half cell. The potential cancels:

\[
(\varepsilon_1-\varepsilon_0)\int_0^{\pi/2}\!\psi_0\psi_1\,dz
=\Big[\psi_0'\psi_1-\psi_1'\psi_0\Big]_0^{\pi/2}
=-\psi_0\!\left(\tfrac{\pi}{2}\right)\psi_1'\!\left(\tfrac{\pi}{2}\right).
\]

Hence

\[
\frac{W}{E_R}=-\frac{\psi_0(\pi/2)\,\psi_1'(\pi/2)}{\int_0^{\pi/2}\psi_0\psi_1\,dz}. \tag{3}
\]

No approximation has entered beyond the parity of the two states. Normalisation and arbitrary eigenvector signs cancel in the ratio.

## The deep-well law

**From band states to one well.** Let \(\varphi(z)\) be the state of a single well, normalised to one and decaying into the barrier. Near the barrier top,

\[
\psi_0\simeq\varphi(z)+\varphi(\pi-z),\qquad \psi_1\simeq\varphi(z)-\varphi(\pi-z).
\]

At \(z=\pi/2\) these give \(\psi_0=2\varphi\) and \(\psi_1'=2\varphi'\). The overlap integral covers half a well and is \(1/2\), up to exponentially small terms. Equation (3) becomes

\[
\frac{W}{E_R}=8\,\big|\varphi\,\varphi'\big|_{z=\pi/2}. \tag{4}
\]

If only neighbouring wells are coupled, the band is \(\bar E-2J\cos ka\), and \(W=4J\) defines the hopping energy \(J\).

**Level.** Near the well bottom \(s\sin^2z=\lambda^2(z^2-z^4/3+\dots)\). The quadratic part gives \(\varepsilon=\lambda\) and a probability density proportional to \(e^{-\lambda z^2}\), for which \(\langle z^2\rangle=1/(2\lambda)\) and \(\langle z^4\rangle=3/(4\lambda^2)\). The quartic part shifts the level by \(-(\lambda^2/3)\cdot3/(4\lambda^2)=-1/4\). So \(\varepsilon=\lambda-1/4+O(1/\lambda)\).

**Wave function.** Write \(\varphi=C\,e^{-\lambda(1-\cos z)}g(z)\). Two differentiations give

\[
\varphi''=C e^{-\lambda(1-\cos z)}\left[g''-2\lambda\sin z\,g'-\lambda\cos z\,g+\lambda^2\sin^2\!z\,g\right].
\]

The last term cancels the potential in equation (1), leaving

\[
-g''+2\lambda\sin z\,g'+\lambda\cos z\,g=\varepsilon g.
\]

Put \(g=g_0(1+u/\lambda)\) and \(t=\tan(z/2)\). The terms of order \(\lambda\) give

\[
\frac{g_0'}{g_0}=\frac{1-\cos z}{2\sin z}=\frac t2
\quad\Rightarrow\quad g_0=\frac1{\cos(z/2)}.
\]

In the terms of order one, the pieces proportional to \(u\) cancel by the equation for \(g_0\), and what remains is

\[
2\sin z\,g_0u'=g_0''-\tfrac14g_0 .
\]

Differentiating \(g_0'=\tfrac12 t g_0\), with \(t'=(1+t^2)/2\), gives \(g_0''=\tfrac14g_0(1+2t^2)\). The right side is therefore \(\tfrac12t^2g_0\). The level shift \(-1/4\) is what removes the constant that would make \(u'\) singular at the well bottom. With \(\sin z=2t/(1+t^2)\),

\[
u'=\frac{t^2}{4\sin z}=\frac{t(1+t^2)}8,\qquad
\frac{du}{dt}=\frac{u'}{t'}=\frac t4,\qquad u=\frac{t^2}8,
\]

where \(u(0)=0\) leaves the normalisation to \(C\).

**Normalisation.** In \(\varphi^2\) the exponent is \(-\lambda z^2+\lambda z^4/12\) and \(g_0^2=1+z^2/4\), to the order needed; \(u\) contributes only at order \(1/\lambda^2\). Thus

\[
\frac1{C^2}=\sqrt{\frac\pi\lambda}\left[1+\frac{\lambda}{12}\frac{3}{4\lambda^2}+\frac14\frac1{2\lambda}\right]
=\sqrt{\frac\pi\lambda}\left[1+\frac3{16\lambda}\right].
\]

**Barrier top.** At \(z=\pi/2\), \(t=1\), \(g_0^2=2\) and \(u=1/8\). Therefore

\[
\varphi^2=2C^2e^{-2\lambda}\left(1+\frac1{4\lambda}\right),\qquad
\frac{\varphi'}{\varphi}=-\lambda+\frac12+O(1/\lambda)=-\lambda\left(1-\frac1{2\lambda}+\dots\right).
\]

Insert both in equation (4). The corrections add to \(-3/16+4/16-8/16=-7/16\), and

\[
\boxed{W=\frac{16}{\sqrt\pi}\,E_R\,s^{3/4}e^{-2\sqrt s}\left[1-\frac7{16\sqrt s}+O\!\left(\frac1s\right)\right]} \tag{5}
\]

The exponent is the barrier action at zero energy:

\[
\frac1\hbar\int_0^a\!\sqrt{2mV}\,dx=\sqrt s\int_0^\pi\sin z\,dz=2\sqrt s .
\]

## What "roughly exponential" means

At fixed mass and period, differentiating the logarithm of equation (5) gives

\[
\frac{d\ln W}{d\sqrt s}=-2+\frac3{2\sqrt s}+\frac7{16s}+\dots \tag{6}
\]

The slope approaches \(-2\) only as \(1/\sqrt s\). The prefactor \(s^{3/4}\) grows with the barrier and partly offsets the exponential.

In the opposite limit, \(s\to0\), there is no tunnelling law. At \(\kappa=1\) the plane waves \(n=0\) and \(n=-1\) are degenerate at \(1+s/2\), and their coupling \(-s/4\) lowers one combination to \(1+s/4\). At \(\kappa=0\) the level is \(s/2+O(s^2)\). Hence \(W/E_R=1-s/4+O(s^2)\), a nearly free band. Equation (5) must not be used there; its bracket even turns negative for \(\sqrt s<7/16\).

## Pseudocode

```
input m, a, V0, N
E_R = (pi*hbar/a)^2 / (2m);  s = V0/E_R
for kappa in {0, 1}:
    H[n,n]   = (kappa+2n)^2 + s/2,   n = -N..N
    H[n,n±1] = -s/4
    (eps[kappa], c[kappa]) = lowest eigenpair of H
W_sub = E_R * (eps[1] - eps[0])

psi0(z) = sum_n c[0][n] * cos(2n z)
psi1(z) = sum_n c[1][n] * cos((2n+1) z)
I = Gauss-Legendre integral of psi0*psi1 on [0, pi/2]
W = -E_R * psi0(pi/2) * psi1'(pi/2) / I

repeat with larger N until W is stable
return W, with W_sub as a cross-check
```

Taking cosines uses the even parity of the states. At \(\kappa=1\) the truncated set of wave numbers runs from \(-(2N-1)\) to \(2N+1\) and is not symmetric, which is harmless once \(N\) is converged.

For a reference value in extended precision, eliminate coefficients from both ends of equation (2). With \(d_n=(\kappa+2n)^2+s/2\) and \(D_N=d_N-\varepsilon\),

\[
D_n=d_n-\varepsilon-\frac{(s/4)^2}{D_{n+1}},\qquad
d_0-\varepsilon-\frac{(s/4)^2}{D_1}-\frac{(s/4)^2}{D_{-1}}=0,
\]

where \(D_{-1}\) comes from the same recursion run inward from \(n=-N\). The root is found by the secant method, started from the double-precision eigenvalue.

## Cost, cutoff and stability

Dense diagonalisation costs \(O(M^3)\) operations and \(O(M^2)\) storage. Here \(M\) is a few tens, so this is negligible. Equation (3) adds \(O(MQ)\) operations for \(Q\) quadrature points. The continued fractions cost \(O(N)\) per trial energy.

**Cutoff.** The oscillator state \(e^{-\lambda z^2/2}\) has plane-wave amplitudes of order \(e^{-2n^2/\lambda}\). The energy error, of the order of the squared amplitude left out, must lie below \(W\sim e^{-2\lambda}\). This requires \(4N^2/\lambda>2\lambda\), or \(N>\lambda/\sqrt2\). The Gaussian holds only near the well bottom, so this is a starting value and not a guarantee. For \(\lambda=6.77\) it gives 4.8. Relative to \(N=16\), the width from subtraction is wrong by 150% at \(N=4\), by \(9\times10^{-5}\) at \(N=6\), and by less than \(10^{-9}\) at \(N=8\).

**Rounding.** Eigenvalues carry an absolute error of roughly the machine precision times the matrix norm. For \(N=12\) this is about \(2.2\times10^{-16}\times650\approx1.4\times10^{-13}\), in units of \(E_R\). Subtraction fails once \(W/E_R\) approaches that size. At 1.5 eV, \(W/E_R\approx2\times10^{-16}\), and it has failed completely.

Equation (3) survives because it multiplies two numbers of order \(e^{-\lambda}\), each far above rounding error. At 1.5 eV, with \(N=24\), it gives \(7.3808\times10^{-13}\) µeV, in agreement with 70-digit arithmetic to all digits shown. It will fail in its turn when \(e^{-\lambda}\) itself sinks to the rounding error of the eigenvector sums.

## Worked example

Take \(a=0.25\) nm, \(V_0=0.15\) eV and the mass of a hydrogen atom. Then \(E_R=3.275\) meV, \(s=150/3.275=45.80\) and \(\sqrt s=6.768\). The leading part of equation (5) is

\[
9.027\times17.61\times e^{-13.536}\times3275\ \text{µeV}=0.689\ \text{µeV}.
\]

The bracket is \(1-0.4375/6.768=0.935\), which gives 0.644 µeV. Diagonalisation gives \(W=0.642\) µeV, so the corrected formula is 0.3% high and the leading one 7% high. Equation (3) gives the same 0.642 µeV. So does direct integration of equation (1) from \(\psi(0)=1\), \(\psi'(0)=0\), with the energy adjusted until \(\psi'\) or \(\psi\) vanishes at the barrier top. The band departs from a pure cosine by at most \(1.7\times10^{-5}\) of \(W\), which supports \(J=W/4=0.161\) µeV.

With the period and mass held fixed, the barrier sweep gives:

| \(V_0\) (eV) | \(\sqrt s\) | \(W\) (µeV) | error of (5) |
|---|---|---|---|
| 0.05 | 3.91 | 80.9 | 1.2% |
| 0.10 | 5.53 | 5.58 | 0.5% |
| 0.15 | 6.77 | 0.642 | 0.3% |
| 0.20 | 7.81 | 0.0991 | 0.2% |
| 0.25 | 8.74 | 0.0187 | 0.2% |
| 0.30 | 9.57 | 0.00405 | 0.1% |

A sixfold rise in the barrier narrows the band by a factor of about 20 000. A straight line for \(\ln W\) against \(\sqrt{V_0}\) misses these points by at most 0.10, or 10% in \(W\). A line against \(V_0\) misses by up to 0.52, a factor of 1.7. This is the sense in which the square-root law holds.

The fitted slope is \(-1.75\) per unit of \(\sqrt s\), not \(-2\). Equation (6) runs from \(-1.59\) to \(-1.84\) across the table, so the fit reports an average. At 0.15 eV the numerical slope is \(-1.767\) and equation (6) gives \(-1.769\).

The coefficient \(7/16\) was tested separately. The quantity \((1-W/W_{\rm lead})\sqrt s\), with \(W_{\rm lead}\) the leading part of equation (5), is 0.44355 at \(\sqrt s=20\) and 0.44045 at 40. Twice the second minus the first removes the \(1/\sqrt s\) remainder and gives 0.43735, against \(7/16=0.43750\).

## Beside a real surface

The parameters are round numbers, not fitted to any particular surface. Of the assumptions sized here, the most damaging to the result is that of identical sites. For two sites differing in energy by \(\Delta\), the largest probability of transfer is \(4J^2/(4J^2+\Delta^2)\). An assumed \(\Delta=1\) meV makes this \(1.0\times10^{-7}\), so direct transfer between such neighbours is almost completely suppressed. If the two kinds of site alternate regularly, a band survives through second-order hopping, but its width is only about \(4J^2/\Delta=1.0\times10^{-4}\) µeV. If the differences are random and independent from site to site, the states of this one-dimensional model are localised.

Other effects change the number less. Each is sized alone, for the 0.15 eV case:

- **Lattice dressing.** If the substrate relaxes around the atom, and its phonons are slow compared with the atom's own vibration, \(J\) is multiplied by the overlap of two displaced oscillator ground states, \(e^{-E_{\rm r}/(2\hbar\Omega)}\). An assumed reorganisation energy \(E_{\rm r}=50\) meV and phonon energy \(\hbar\Omega=30\) meV give 0.43 at zero temperature. In the same estimate, thermally excited phonons lower the factor further, to 0.20 at 300 K. Both values are rough, because 30 meV is not small beside the atom's 44 meV quantum. The zero-temperature factor can shift by tens of per cent, depending on the form of the coupling and on whether \(V_0\) refers to the rigid or the relaxed substrate.
- **Barrier height.** Transverse zero-point motion can differ between well and barrier top. An assumed 20 meV rise multiplies \(W\) by 0.46.
- **Barrier shape.** Adding \(0.05V_0(1-\cos4z)\) leaves the height unchanged but raises the flanks. It multiplies \(W\) by 0.61. The larger action alone would give 0.43; the stiffer well, which raises the level and changes the prefactor, offsets part of the reduction.

Temperature limits the use of \(W\) as a measure of diffusion. The classical one-way flux over the barrier, divided by the partition function of a harmonic well, gives the activated rate

\[
\Gamma=\frac{k_BT}{h}\,2\sinh\!\left(\frac{\hbar\omega}{2k_BT}\right)e^{-V_0/k_BT},\qquad \hbar\omega=2\sqrt{V_0E_R}=44.3\ \text{meV}.
\]

At 300 K this is \(3.6\times10^{10}\) s⁻¹, against a coherent rate scale \(W/h=1.6\times10^8\) s⁻¹. The two are equal near 150 K, a rough figure, since \(\Gamma\) omits tunnelling near the barrier top and \(W/h\) is a scale, not a measured hopping rate. The second band is 27.8 µeV wide and lies 41 meV higher. Its Boltzmann weight at 300 K, relative to the lowest band, is 0.21, so its weighted width is 9 times \(W\). The weighted width keeps growing up to the fifth band and falls beyond it, where the Boltzmann factor wins. At room temperature, therefore, the lowest bandwidth alone does not describe the coherent motion even within this model. A mobility would also require a scattering mechanism, which a rigid lattice lacks. The numerical output below lists most of the values behind these comparisons.

## Calculated quantities

```
Period a = 0.25 nm; central barrier V0 = 0.15 eV
Hydrogen mass = 1.6735e-27 kg
E_R = 3.2749 meV; s = 45.803; sqrt(s) = 6.7678
Lowest level at k=0 = 21.310 meV
W, plane waves N=12 = 0.64207 ueV
W, shooting = 0.64207 ueV
W, boundary identity = 0.64207 ueV
W, leading formula = 0.68863 ueV
W, corrected formula = 0.64411 ueV
Hopping J = W/4 = 0.16052 ueV
Cutoff N=4: relative shift of W from N=16 = 1.5e+00
Cutoff N=6: relative shift of W from N=16 = 8.9e-05
Cutoff N=8: relative shift of W from N=16 = -7.0e-10
Cutoff N=12: relative shift of W from N=16 = -8.4e-10
Largest departure from cosine band / W = 1.7e-05
Largest relative error of single-well phi = 3.0e-03
Barrier action / hbar = 13.5356
Local slope dlnW/dsqrt(s): numeric -1.7671, formula -1.7688
V0 (eV) | sqrt(s) | W (ueV) | corrected formula error (%)
0.05 | 3.907 | 8.089e+01 | 1.197
0.10 | 5.526 | 5.580e+00 | 0.507
0.15 | 6.768 | 6.421e-01 | 0.317
0.20 | 7.815 | 9.915e-02 | 0.230
0.25 | 8.737 | 1.865e-02 | 0.180
0.30 | 9.571 | 4.054e-03 | 0.147
Largest double-precision relative error in sweep = 1.3e-07
Fit of ln W to sqrt(s): slope = -1.7515
Same slope against sqrt(V0) = -30.61 eV^(-1/2)
Largest miss in ln W: sqrt(V0) fit 0.096, V0 fit 0.524
sqrt(s)=10: (1 - W/W_lead)*sqrt(s) = 0.45029
sqrt(s)=20: (1 - W/W_lead)*sqrt(s) = 0.44355
sqrt(s)=40: (1 - W/W_lead)*sqrt(s) = 0.44045
Extrapolated = 0.43735; 7/16 = 0.43750
High barrier = 1.5 eV; sqrt(s) = 21.402
  W by subtraction = 2.41e-09 ueV
  W by boundary identity = 7.3808e-13 ueV
  W by 70-digit arithmetic = 7.3808e-13 ueV
Harmonic quantum = 44.33 meV
Coherent rate scale W/h = 1.553e+08 1/s
Activated rate at 300 K = 3.649e+10 1/s
Temperature where the two are equal = 150 K
Second band: width = 27.84 ueV, spacing = 40.76 meV
  Boltzmann weight at 300 K = 0.207; weighted width / W = 8.96
Site detuning 1.0 meV: maximum transfer = 1.03e-07
Reorganisation 50 meV, phonon 30 meV: J factor = 0.435
Barrier raised by 20 meV: W factor = 0.460
Second harmonic 0.1 V0, same height: W factor = 0.613
```
